# The rigid-ion Debye–Waller term for a generalized eigenproblem, part 1

(Sections cited here and not found follow in the second part.)

### A single well

Take one electron in one dimension, bound to one atom at $R$ by a harmonic well, in Hartree atomic units: $H(R)=\tfrac12p^2+\tfrac12\omega_0^2(x-R)^2$. Moving the atom moves the whole problem, so the ground-state energy does not depend on $R$. Perturbation theory in the displacement must reproduce this. At $R=0$ the derivatives are $H'=-\omega_0^2x$ and $H''=\omega_0^2$, and the second derivative of the eigenvalue is

$$\varepsilon_0''=\langle 0|H''|0\rangle+2\sum_{m\neq0}\frac{|\langle m|H'|0\rangle|^2}{\varepsilon_0-\varepsilon_m}. \tag{1}$$

Only $m=1$ contributes, with $|\langle1|x|0\rangle|^2=1/2\omega_0$ and $\varepsilon_0-\varepsilon_1=-\omega_0$. The sum is $2\omega_0^4(1/2\omega_0)/(-\omega_0)=-\omega_0^2$, which cancels $\langle H''\rangle=\omega_0^2$. Read backwards, the condition $\varepsilon_0''=0$ gives the expectation value of the second derivative of $H$, the Debye–Waller term, from products of first derivatives, the Fan term.

An overlap that depends on $R$ adds terms, and a $1\times1$ problem $H=\varepsilon S$ shows them. One derivative gives $H'=\varepsilon'S+\varepsilon S'$ and a second gives $H''=\varepsilon''S+2\varepsilon'S'+\varepsilon S''$. Where $S=1$,

$$\varepsilon'=H'-\varepsilon S',\qquad \varepsilon''=(H''-\varepsilon S'')-2\varepsilon'S'. \tag{2}$$

Derivatives of $H$ enter in the combination $H-\varepsilon S$, and there is a product of first derivatives, $-2\varepsilon'S'$, with no energy denominator.

### Second derivative of a generalized eigenvalue

In the ultrasoft and PAW methods the pseudo wavefunctions obey

$$H(R)|n\rangle=\varepsilon_nS(R)|n\rangle,\qquad \langle m|S|n\rangle=\delta_{mn},\qquad \sum_m|m\rangle\langle m|S=1, \tag{3}$$

with $H$ and $S$ Hermitian and $S$ positive definite. The last relation holds because the eigenvectors span the space: if $|\phi\rangle=\sum_m c_m|m\rangle$, then $c_m=\langle m|S|\phi\rangle$. The basis is fixed, independent of the atomic positions $R$, and the level $n$ is nondegenerate. A label $a=\kappa\alpha$ denotes atom $\kappa$ and direction $\alpha$, and a superscript $a$ denotes the total derivative $\partial/\partial R_{\kappa\alpha}$, including the response of the potential if $H$ is self-consistent. Define

$$K^a=H^a-\varepsilon_nS^a,\qquad g^a_{mn}=\langle m|K^a|n\rangle,\qquad s^a=\langle n|S^a|n\rangle. \tag{4}$$

One derivative of $(H-\varepsilon_nS)|n\rangle=0$ gives

$$(H-\varepsilon_nS)|n^a\rangle=-A^a|n\rangle,\qquad A^a=K^a-\varepsilon^aS. \tag{5}$$

Projection on $\langle n|$ annihilates the left side, because $\langle n|(H-\varepsilon_nS)=0$. Projection on $\langle m|$ with $m\neq n$ uses $\langle m|H=\varepsilon_m\langle m|S$ on the left and $\langle m|S|n\rangle=0$ on the right. The results are

$$\langle n|A^a|n\rangle=0,\quad\text{that is}\quad\varepsilon^a=g^a_{nn};\qquad \langle m|S|n^a\rangle=\frac{g^a_{mn}}{\varepsilon_n-\varepsilon_m}. \tag{6}$$

Now differentiate (5) with respect to $b$. The derivative of $H-\varepsilon_nS$ is $A^b$, and that of $A^a$ is $H^{ab}-\varepsilon_nS^{ab}-\varepsilon^bS^a-\varepsilon^{ab}S-\varepsilon^aS^b$, so

$$\big(H^{ab}-\varepsilon_nS^{ab}-\varepsilon^{ab}S-\varepsilon^aS^b-\varepsilon^bS^a\big)|n\rangle+A^a|n^b\rangle+A^b|n^a\rangle+(H-\varepsilon_nS)|n^{ab}\rangle=0. \tag{7}$$

Project on $\langle n|$. The last term vanishes. In $\langle n|A^a|n^b\rangle$ expand $|n^b\rangle$ with (3). The component along $|n\rangle$, which carries the normalization and the arbitrary phase, multiplies $\langle n|A^a|n\rangle=0$ and drops. For $m\neq n$, $\langle n|A^a|m\rangle=\langle n|K^a|m\rangle=g^{a*}_{mn}$, since $K^a$ is Hermitian. The two middle terms of (7) are then complex conjugates of each other, and

$$\varepsilon^{ab}=D^{ab}+F^{ab},\qquad D^{ab}=\langle n|H^{ab}-\varepsilon_nS^{ab}|n\rangle, \tag{8}$$

$$F^{ab}=2\,\mathrm{Re}\sum_{m\neq n}\frac{g^{a*}_{mn}\,g^b_{mn}}{\varepsilon_n-\varepsilon_m}-\varepsilon^as^b-\varepsilon^bs^a. \tag{9}$$

Both factors in the sum carry $\varepsilon_n$, the energy of the state being perturbed, and never $\varepsilon_m$. With $S=1$, (8) and (9) reduce to (1); with a single state they reduce to (2). $D$ and $F$ are real and symmetric in $a\leftrightarrow b$.

### The sum rule from invariant eigenvalues

Let $R+t$ denote all atoms shifted by the vector $t$. Without external fields the operators are covariant,

$$O(R+t)=e^{-ip\cdot t}\,O(R)\,e^{ip\cdot t},\qquad O=H,\ S. \tag{10}$$

In a finite basis (10) requires the basis to be closed under translation. Plane waves at fixed Bloch vector are closed at any cutoff, since $p$ is diagonal in them, provided the matrix elements are evaluated exactly; a real-space integration grid tied to the cell respects (10) for shifts by grid vectors, while for other shifts aliasing errors in the matrix elements generally break it. A self-consistent $H$ obeys (10) because the translated density solves the translated problem.

By (10), $e^{-ip\cdot t}|n\rangle$ solves the shifted problem with the same eigenvalue, so $\varepsilon_n(R+t)=\varepsilon_n(R)$ for every $R$. Differentiating with respect to $t_\beta$ at $t=0$ gives a function of $R$ that is identically zero, and it may be differentiated again with respect to $R_{\kappa\alpha}$:

$$\sum_{\kappa'}\varepsilon^{\kappa'\beta}=0,\qquad \sum_{\kappa'}\varepsilon^{\kappa\alpha,\kappa'\beta}=0. \tag{11}$$

Write a superscript $T_\beta$ for the sum of a first derivative over all atoms in direction $\beta$. Insert (8) and (9) in the second relation. The term $-\varepsilon^{T_\beta}s^{\kappa\alpha}$ vanishes by the first relation, while $-\varepsilon^{\kappa\alpha}s^{T_\beta}$ remains:

$$\sum_{\kappa'}D^{\kappa\alpha,\kappa'\beta}=-\sum_{\kappa'}F^{\kappa\alpha,\kappa'\beta}=\varepsilon^{\kappa\alpha}s^{T_\beta}-2\,\mathrm{Re}\sum_{m\neq n}\frac{g^{\kappa\alpha*}_{mn}\,g^{T_\beta}_{mn}}{\varepsilon_n-\varepsilon_m}. \tag{12}$$

Equation (12) is exact under the stated assumptions. Eigenvalue invariance yields this much and no more: one equation for each $\kappa\alpha\beta$, containing the second derivatives only in the combination $H''-\varepsilon_nS''$ and only summed over $\kappa'$. Separating $H$ from $S$ needs the operator statement (10), and removing the sum over $\kappa'$ needs an approximation.

### The operator form

The derivative of (10) with respect to $t_\beta$ at $t=0$ is $-ip_\beta O+iOp_\beta$. This too holds for every $R$, and $p$ does not depend on $R$, so

$$O^{T_\beta}=-i[p_\beta,O],\qquad \sum_{\kappa'}O^{\kappa\alpha,\kappa'\beta}=-i[p_\beta,O^{\kappa\alpha}]. \tag{13}$$

Let $z_{m}=\langle m|Sp_\beta|n\rangle$. In $g^{T_\beta}_{mn}=-i\langle m|[p_\beta,H-\varepsilon_nS]|n\rangle$ the ordering with $H-\varepsilon_nS$ on the right annihilates $|n\rangle$, and the other ordering gives $\langle m|(H-\varepsilon_nS)=(\varepsilon_m-\varepsilon_n)\langle m|S$. For the overlap, $\langle n|p_\beta S|n\rangle=z_n^*$ and $-i(z_n^*-z_n)=-2\,\mathrm{Im}\,z_n$. Hence

$$g^{T_\beta}_{mn}=i(\varepsilon_m-\varepsilon_n)z_m,\qquad s^{T_\beta}=-2\,\mathrm{Im}\,z_n. \tag{14}$$

For $S=1$, $z_n=\langle p_\beta\rangle$ is real and $s^{T_\beta}=0$. It also vanishes for a spinless, time-reversal-symmetric crystal with an inversion centre: with the origin there, $H$ and $S$ are real matrices in plane waves, the eigenvector is real up to a phase, and $z_n$ is real. Point symmetry can remove it as well: an operation that maps the crystal and $k$ onto themselves commutes with $S$, rotates $p$ and multiplies the nondegenerate $|n\rangle$ by a phase, so the vector $s^{T}$ must be invariant under it, and, for example, its component normal to a mirror plane containing $k$ vanishes. Without such symmetries it is in general nonzero, as in the example below. Physically, $s^{T_\beta}$ is the change of norm when the augmentation spheres move and the pseudo wavefunction stays.

Put (14) into (12). The denominators cancel, $g^{T_\beta}_{mn}/(\varepsilon_n-\varepsilon_m)=-iz_m$, so the sum becomes $-2\,\mathrm{Re}\sum_{m\neq n}(-i)\langle n|K^{\kappa\alpha}|m\rangle z_m=-2\,\mathrm{Im}\sum_{m\neq n}\langle n|K^{\kappa\alpha}|m\rangle z_m$, using $\mathrm{Re}(-ix)=\mathrm{Im}\,x$. The overlap term is $-2\,\mathrm{Im}\,\langle n|K^{\kappa\alpha}|n\rangle z_n$, because $\varepsilon^{\kappa\alpha}$ is real. It is exactly the missing $m=n$ member of the sum. Completeness (3) then closes the sum:

$$-\sum_{\kappa'}F^{\kappa\alpha,\kappa'\beta}=-2\,\mathrm{Im}\,\langle n|K^{\kappa\alpha}p_\beta|n\rangle=-i\langle n|[p_\beta,\,H^{\kappa\alpha}-\varepsilon_nS^{\kappa\alpha}]|n\rangle. \tag{15}$$

The last step is the identity used for $s^{T_\beta}$, with $K^{\kappa\alpha}$ in place of $S$. The right side is what the second relation of (13) gives directly for $\sum_{\kappa'}D$, so the two roads agree; the agreement needs the overlap term wherever $\varepsilon^{\kappa\alpha}s^{T_\beta}\neq0$. Once $H^{\kappa\alpha}$ and $S^{\kappa\alpha}$ are known, form (15) needs no sum over empty states and has no small denominators. For a self-consistent $H$, however, $H^{\kappa\alpha}$ is the screened derivative, which still requires a linear-response or displaced self-consistent calculation; the bare derivative does not satisfy (15).

The same steps run backwards for $H$ and $S$ separately. From (13), $\sum_{\kappa'}\langle n|O^{\kappa\alpha,\kappa'\beta}|n\rangle=-2\,\mathrm{Im}\sum_mO^{\kappa\alpha}_{nm}z_m$ with $O^{a}_{nm}=\langle n|O^a|m\rangle$. The $m=n$ term is $O^{\kappa\alpha}_{nn}s^{T_\beta}$ by (14). For $m\neq n$, (14) is solved as $z_m=ig^{T_\beta}_{mn}/(\varepsilon_n-\varepsilon_m)$, which needs the nondegeneracy of $n$, and $\mathrm{Im}(ix)=\mathrm{Re}\,x$. Therefore

$$\sum_{\kappa'}\langle n|O^{\kappa\alpha,\kappa'\beta}|n\rangle=O^{\kappa\alpha}_{nn}\,s^{T_\beta}-2\,\mathrm{Re}\sum_{m\neq n}\frac{O^{\kappa\alpha}_{nm}\,g^{T_\beta}_{mn}}{\varepsilon_n-\varepsilon_m},\qquad O=H,\ S. \tag{16}$$

The $H$ equation minus $\varepsilon_n$ times the $S$ equation is (12).

### What is rigid and what is not

With projector dyads $P^\kappa_{ij}=|\beta_i^\kappa\rangle\langle\beta_j^\kappa|$ centred on $R_\kappa$, the operators are

$$S=1+\sum_{\kappa ij}q^\kappa_{ij}P^\kappa_{ij},\qquad H=\tfrac12p^2+V+\sum_{\kappa ij}\Big(\Delta^{\kappa}_{ij}+\int Q^\kappa_{ij}(r-R_\kappa)V(r)\,dr\Big)P^\kappa_{ij}, \tag{17}$$

where $q_{ij}^\kappa=\int Q^\kappa_{ij}\,dr$ and $\Delta^\kappa_{ij}$ are constants of the atom in the ultrasoft method. In PAW $q^\kappa_{ij}$ is still constant, but $\Delta^\kappa_{ij}$ also contains one-centre Hartree and exchange-correlation terms that depend on the self-consistent projector occupations; this dependence counts as part of the screening discussed below. Each term of $S$ depends on one atomic position, so $S^{\kappa\alpha,\kappa'\beta}=0$ for $\kappa\neq\kappa'$. For $O=S$ the left side of (16) is the on-site derivative $\langle n|S^{\kappa\alpha,\kappa\beta}|n\rangle$ without approximation.

The rigid-ion approximation (RIA) assumes the same of $H$, so that $D^{\kappa\alpha,\kappa'\beta}=0$ for $\kappa\neq\kappa'$. Then (12) determines the on-site term:

$$D^{\kappa\alpha,\kappa\beta}\;\approx\;D_{\rm RIA}^{\kappa,\alpha\beta}=-\sum_{\kappa'}F^{\kappa\alpha,\kappa'\beta}. \tag{18}$$

Its error is, exactly, $D_{\rm RIA}^{\kappa,\alpha\beta}-D^{\kappa\alpha,\kappa\beta}=\sum_{\kappa'\neq\kappa}D^{\kappa\alpha,\kappa'\beta}$. The true on-site block is symmetric in $\alpha\beta$, so an antisymmetric part of (18), computed from first derivatives with the complete sum over states or with (15), proves that $H$ is not rigid. The converse fails, since off-site blocks symmetric in $\alpha\beta$ leave no such trace. A truncated sum is no proof either way, because truncation can produce an antisymmetric part even when $H$ is rigid.

Self-consistent screening makes $V$ depend on several positions at once. A second source exists in (17) even when $V=\sum_{\kappa}v_{\kappa}(r-R_{\kappa})$ is a rigid superposition. The integral is then a sum of pair functions $w_{ij}(R_\kappa-R_{\kappa'})=\int Q_{ij}^\kappa(r-R_\kappa)v_{\kappa'}(r-R_{\kappa'})\,dr$. For the pair of atoms 1 and 2, $H$ contains $Pw(R_1-R_2)+\bar P\bar w(R_2-R_1)$, where $P$ sits on atom 1, $\bar P$ on atom 2, and $ij$ is summed. Let subscripts on $w$ be derivatives with respect to its argument and $P^\alpha=\partial P/\partial R_{1\alpha}$, $\bar P^\alpha=\partial\bar P/\partial R_{2\alpha}$. The first derivative with respect to $R_{1\alpha}$ is $P^\alpha w+Pw_\alpha-\bar P\bar w_\alpha$. Differentiating once more, and leaving out $P^{\alpha\beta}w$, which survives when $w$ is frozen,

$$\delta H^{1\alpha,1\beta}=P^\alpha w_\beta+P^\beta w_\alpha+Pw_{\alpha\beta}+\bar P\bar w_{\alpha\beta},\qquad \delta H^{1\alpha,2\beta}=-P^\alpha w_\beta-Pw_{\alpha\beta}-\bar P^\beta\bar w_\alpha-\bar P\bar w_{\alpha\beta}. \tag{19}$$

The off-site block is nonzero and in general not symmetric in $\alpha\beta$. In the sum of the two blocks, which is what (18) returns,

$$\delta H^{1\alpha,1\beta}+\delta H^{1\alpha,2\beta}=P^\beta w_\alpha-\bar P^\beta\bar w_\alpha, \tag{20}$$

the curvatures $w_{\alpha\beta}$ have cancelled. The RIA cannot see them. The corresponding sum for atom 2 is (20) with the opposite sign.

The fixed basis matters as well. In a basis attached to the atoms, the matrices of $H$ and $S$ depend only on relative positions. Equation (12) still holds, but $g^{T_\beta}=0$ and $s^{T_\beta}=0$, so (18) would return zero. If the fixed and the attached basis span the same space at every $R$, as in the complete-basis limit, the eigenvalue curvature $\varepsilon^{ab}$ is the same in both; its split into $D$ and $F$, and with it the meaning of "rigid", is not.

This part has derived the exact translational sum rule (12) and its commutator form (15), and has shown how the rigid-ion approximation (18) obtains the on-site Debye–Waller term from first derivatives and where it fails. What remains is the thermal average of the level shift, the error that the approximation makes in it, and a worked numerical example.
